# Dipole Rotational Excitation of a Linear Polar Molecule by Electron Impact: a program that tests the result

```python
# Result under test: first Born cross section for electron-impact rotational
# excitation of a rigid linear polar molecule (point dipole),
#   sigma(J->J+1) = (8 pi/3) (d/k)^2 (J+1)/(2J+1) ln((k+k')/(k-k')),
# k, k'  electron wave number before and after the collision,
# d      = m e D/(4 pi eps0 hbar^2), the dipole moment D in units of e*a0,
# B      rotational constant, levels B J(J+1);  q = momentum transfer / hbar.
# For J->J-1 the factor is J/(2J+1) and |k-k'| stands in the logarithm.
import numpy as np
from math import factorial
from scipy import constants as sc
from scipy.integrate import quad, simpson
from scipy.special import lpmv, spherical_jn

m_e, e, hbar, eps0 = sc.m_e, sc.e, sc.hbar, sc.epsilon_0
a0 = 4 * np.pi * eps0 * hbar**2 / (m_e * e**2)
debye = 1e-21 / sc.c

# Model molecule and gas (round input values)
D = 1.0 * debye
B = 1.3e-3 * e
J0 = 3
E0 = 1.0 * e
T_gas = 300.0
pressure = 10e-3 * sc.torr
charge_distance = 0.13e-9
polarizability_volume = 2.5e-30
n_electron, T_electron = 1e16, 3.0 * e
d = m_e * e * D / (4 * np.pi * eps0 * hbar**2)


def wave_numbers(J, Jp, E):
    gap = B * (Jp * (Jp + 1) - J * (J + 1))
    return np.sqrt(2 * m_e * E) / hbar, np.sqrt(2 * m_e * (E - gap)) / hbar


def born_formula(J, Jp, E):
    k, kp = wave_numbers(J, Jp, E)
    factor = max(J, Jp) / (2 * J + 1)
    return 8 * np.pi / 3 * (d / k)**2 * factor * np.log((k + kp) / abs(k - kp))


# Fourier transform of n.r/r^3 by quadrature, dipole at angle beta to q.
# A factor exp(-(a q r)^2) makes the radial integral converge.
def q_times_transform(beta, a):
    x = np.linspace(0, 6 / a, int(round(120 / a)) + 1)
    mu, w = np.polynomial.legendre.leggauss(400)
    phi = 2 * np.pi * np.arange(8) / 8
    n_dot_r = (np.cos(beta) * mu[:, None]
               + np.sin(beta) * np.sqrt(1 - mu[:, None]**2) * np.cos(phi))
    angular = np.exp(1j * np.outer(x, mu)) @ (w * n_dot_r.mean(axis=1))
    return simpson(2 * np.pi * angular * np.exp(-(a * x)**2), x=x)


beta = 0.7
# the error falls as a^2, so two values of a are extrapolated to a = 0
transform = (4 * q_times_transform(beta, 0.02)
             - q_times_transform(beta, 0.04)) / 3
assert abs(transform - 4j * np.pi * np.cos(beta)) < 2e-5 * 4 * np.pi
transform_constant = abs(transform) / np.cos(beta)

# Rotor sums from spherical harmonics on a grid, q direction oblique
mu_g, w_g = np.polynomial.legendre.leggauss(24)
phi_g = 2 * np.pi * np.arange(32) / 32
MU, PHI = [g.ravel() for g in np.meshgrid(mu_g, phi_g, indexing="ij")]
W = np.repeat(w_g, 32) * 2 * np.pi / 32
q_dir = np.array([0.48, 0.60, 0.64])
q_dir = q_dir / np.linalg.norm(q_dir)
SIN = np.sqrt(1 - MU**2)
N_DOT_Q = (q_dir[0] * SIN * np.cos(PHI) + q_dir[1] * SIN * np.sin(PHI)
           + q_dir[2] * MU)


def harmonics(J):
    rows = []
    for M in range(-J, J + 1):
        a = abs(M)
        norm = np.sqrt((2 * J + 1) / (4 * np.pi)
                       * factorial(J - a) / factorial(J + a))
        rows.append(norm * lpmv(a, J, MU) * np.exp(1j * M * PHI))
    return np.array(rows)


def rotor_strength(J, Jp):
    matrix = (harmonics(Jp).conj() * W * N_DOT_Q) @ harmonics(J).T
    return np.sum(abs(matrix)**2) / (2 * J + 1)


for J in range(5):
    for Jp in range(7):
        allowed = abs(J - Jp) == 1
        expected = max(J, Jp) / (3 * (2 * J + 1)) if allowed else 0.0
        assert abs(rotor_strength(J, Jp) - expected) < 1e-11


# Cross section by integration over scattering angle, built from the
# numerical transform and the numerical rotor sum
def sigma_by_angle(J, Jp, E, theta_max=np.pi):
    k, kp = wave_numbers(J, Jp, E)
    strength = rotor_strength(J, Jp)
    coupling = (m_e / (2 * np.pi * hbar**2) * e * D / (4 * np.pi * eps0)
                * transform_constant)

    def integrand(t):
        theta = np.exp(t)
        q2 = (k - kp)**2 + 4 * k * kp * np.sin(theta / 2)**2
        return (2 * np.pi * np.sin(theta) * theta * kp / k
                * coupling**2 * strength / q2)
    return quad(integrand, np.log(1e-7), np.log(theta_max),
                epsabs=0, epsrel=1e-9, limit=300)[0]


for J, Jp, energy in [(0, 1, 1.0), (3, 4, 1.0), (3, 4, 0.0108),
                      (3, 4, 0.1), (3, 2, 0.02), (2, 1, 1.0)]:
    ratio = sigma_by_angle(J, Jp, energy * e) / born_formula(J, Jp, energy * e)
    assert abs(ratio - 1) < 5e-5

k, kp = wave_numbers(J0, J0 + 1, E0)
gap = 2 * B * (J0 + 1)
log_term = np.log((k + kp) / (k - kp))
sigma = born_formula(J0, J0 + 1, E0)
half_angle = np.arccos(kp / k)
sigma_quadrature = sigma_by_angle(J0, J0 + 1, E0)
inside = sigma_by_angle(J0, J0 + 1, E0, half_angle) / sigma_quadrature
assert abs(inside - 0.5) < 1e-5

# Limits of the logarithm, checked on the integrated cross section
unit = 8 * np.pi / 3 * (d / k)**2 * (J0 + 1) / (2 * J0 + 1)
log_far = np.log(4 * E0 / gap)
assert abs(sigma_quadrature / (unit * log_far) - 1) < gap / E0
E_near = gap * 1.0001
k_n, kp_n = wave_numbers(J0, J0 + 1, E_near)
near = 16 * np.pi / 3 * d**2 * kp_n / k_n**3 * (J0 + 1) / (2 * J0 + 1)
assert abs(sigma_by_angle(J0, J0 + 1, E_near) / near - 1) < 2e-4

# Partial-wave road to the same logarithm, with radial integrals on a grid
# (cut at r = 400; the oscillating tail beyond it is of order 1e-5)
k_t, kp_t = 1.0, 0.7
r = np.linspace(0, 400, 20001)
j_in = [spherical_jn(l, k_t * r) for l in range(32)]
j_out = [spherical_jn(l, kp_t * r) for l in range(32)]
wave_sum = 0.0
for l in range(31):
    wave_sum += (l + 1) * simpson(j_in[l] * j_out[l + 1], x=r)**2
    wave_sum += (l + 1) * simpson(j_in[l + 1] * j_out[l], x=r)**2
wave_log = 2 * k_t * kp_t * wave_sum
exact_log = np.log((k_t + kp_t) / (k_t - kp_t))
assert abs(wave_log / exact_log - 1) < 2e-4


# Fixed point dipole to all orders: its angular matrix has eigenvalues
# lam(lam+1) and the radial functions are j_lam(kr). Returned are the terms
# of the rank-one (dipole) cross section for the wave pairs (l, l+1), in units
# of (8 pi/3)(d/k)^2, and the total of all higher odd ranks.
def all_order_terms(dip, l_use=40, l_max=60):
    pair = np.zeros(l_use + 1, complex)
    odd_total = 0.0
    for mm in range(l_use + 1):
        l = np.arange(mm, l_max + 1)
        lo = l[:-1]
        c = np.sqrt(((lo + 1)**2 - mm**2) / ((2 * lo + 1) * (2 * lo + 3)))
        A = np.diag(l * (l + 1.0)) - 2 * dip * (np.diag(c, 1) + np.diag(c, -1))
        ev, U = np.linalg.eigh(A)
        assert ev[0] > -0.25  # below the critical dipole moment
        lam = -0.5 + np.sqrt(ev + 0.25)
        phase = np.array([1, 1j, -1, -1j])[l % 4]
        S = np.outer(phase, phase) * ((U * np.exp(-1j * np.pi * lam)) @ U.T)
        T = S - np.eye(len(l))
        g = 1 if mm == 0 else 2
        used = lo <= l_use
        pair[lo[used]] += g * (c * np.diag(T, 1))[used]
        L1, L2 = np.meshgrid(l, l, indexing="ij")
        mask = ((L1 + L2) % 2 == 1) & (np.maximum(L1, L2) <= l_use + 1)
        odd_total += g * np.sum(abs(T[mask])**2)
    ls = np.arange(l_use + 1)
    B2 = abs(pair)**2 * 3 / (ls + 1)
    return 3 * B2 / (4 * dip**2), 3 * (odd_total - 2 * B2.sum()) / (8 * dip**2)


born_terms = 1 / np.arange(1.0, 42.0)
weak_terms, weak_rest = all_order_terms(1e-3)
assert np.allclose(weak_terms, born_terms, rtol=1e-4)
terms, higher_rank = all_order_terms(d)
assert abs(terms[-1] - born_terms[-1]) < 1e-4
all_order_change = np.sum(terms - born_terms) / log_term
higher_rank_limit = higher_rank / (log_term * (J0 + 1) / (2 * J0 + 1))


# Two charges at a finite distance in place of the point dipole
def extended_factor(q):
    x = q * charge_distance / 2
    return 1.5 / x * np.sum(w_g * mu_g * np.sin(x * mu_g))


extended_log = quad(lambda t: extended_factor(np.exp(t))**2,
                    np.log(k - kp), np.log(k + kp), epsrel=1e-9)[0]
extended_change = extended_log / log_term - 1

# First-order phase shifts from the polarization potential
x = np.linspace(1e-6, 200, 40001)
shift = [polarizability_volume * k**2 / a0
         * simpson((spherical_jn(l, x) / x)**2, x=x) for l in (1, 2)]

# Thermal average over rotational levels, and lengths in the gas
Js = np.arange(41)
pop = (2 * Js + 1) * np.exp(-B * Js * (Js + 1) / (sc.k * T_gas))
pop = pop / pop.sum()
up = sum(p * born_formula(J, J + 1, E0) for J, p in zip(Js, pop))
down = sum(p * born_formula(J, J - 1, E0) for J, p in zip(Js[1:], pop[1:]))
n_gas = pressure / (sc.k * T_gas)
debye_length = np.sqrt(eps0 * T_electron / (n_electron * e**2))

A2 = 1e-20  # 1e-20 m^2 = 1e-16 cm^2
print(f"dipole moment D = {D/debye:.2f} debye")
print(f"dimensionless dipole d = {d:.4f}")
print(f"rotational constant B = {B/e*1e3:.2f} meV")
print(f"initial level J = {J0}, final level = {J0+1}")
print(f"electron energy E = {E0/e:.2f} eV")
print(f"energy loss = {gap/e*1e3:.2f} meV")
print(f"k = {k*1e-9:.5f} 1/nm")
print(f"k' = {kp*1e-9:.5f} 1/nm")
print(f"k - k' = {(k-kp)*1e-9:.5f} 1/nm")
print(f"(k+k')/(k-k') = {(k+kp)/(k-kp):.2f}")
print(f"logarithm = {log_term:.4f}; ln(4E/loss) = {log_far:.4f}")
print(f"factor (J+1)/(2J+1) = {(J0+1)/(2*J0+1):.4f}")
print(f"(8 pi/3)(d/k)^2 = {8*np.pi/3*(d/k)**2/A2:.4f} e-16 cm^2")
print(f"cross section, formula = {sigma/A2:.4f} e-16 cm^2")
print(f"cross section, formula = {sigma:.4e} m^2")
print(f"cross section, angle quadrature = {sigma_quadrature/A2:.4f} e-16 cm^2")
print(f"half-angle = {np.degrees(half_angle):.2f} degrees")
print(f"fraction inside half-angle, quadrature = {inside:.5f}")
print("energy table, same J:")
for energy in (0.03, 0.1, 0.3, 1.0, 3.0):
    s = born_formula(J0, J0 + 1, energy * e)
    print(f"  E = {energy:.2f} eV: sigma = {s/A2:.2f} e-16 cm^2")
print(f"partial-wave test k'/k = {kp_t/k_t:.2f}: logarithm from waves"
      f" = {wave_log:.5f}, direct = {exact_log:.5f}")
print(f"gas temperature = {T_gas:.0f} K, pressure = {pressure/sc.torr:.3f} Torr")
print(f"most populated level J = {Js[np.argmax(pop)]},"
      f" population = {pop.max():.3f}")
print(f"thermal mean, upward = {up/A2:.2f} e-16 cm^2")
print(f"thermal mean, downward = {down/A2:.2f} e-16 cm^2")
print(f"thermal mean, sum = {(up+down)/A2:.2f} e-16 cm^2")
print("neglected effects:")
print(f"all orders, s-p term = {terms[0]:.4f} (Born {born_terms[0]:.4f})")
print(f"all orders, p-d term = {terms[1]:.4f} (Born {born_terms[1]:.4f})")
print(f"all orders, change of dipole-rank part = {100*all_order_change:.2f} %")
print(f"higher odd ranks, at most = {100*higher_rank_limit:.3f} %")
print(f"charge distance = {charge_distance*1e9:.2f} nm")
print(f"finite charge distance, change = {100*extended_change:.2f} %")
print(f"share of s-p pair in Born = {100/log_term:.1f} %")
print(f"share of p-d pair in Born = {50/log_term:.1f} %")
print(f"polarizability volume = {polarizability_volume*1e27:.4f} nm^3")
print(f"polarization phase shift: p {shift[0]:.3f} rad, d {shift[1]:.3f} rad")
print(f"collision range 1/(k-k') = {1e9/(k-kp):.1f} nm")
print(f"mean molecular spacing = {1e9*n_gas**(-1/3):.0f} nm")
print(f"electron density = {n_electron*1e-6:.1e} cm^-3,"
      f" electron temperature = {T_electron/e:.1f} eV")
print(f"Debye length = {debye_length*1e9:.3e} nm")
print(f"free path for rotational collisions = {1e9/(n_gas*(up+down)):.3e} nm")
print("verified")
```

Printed output:

```
dipole moment D = 1.00 debye
dimensionless dipole d = 0.3934
rotational constant B = 1.30 meV
initial level J = 3, final level = 4
electron energy E = 1.00 eV
energy loss = 10.40 meV
k = 5.12317 1/nm
k' = 5.09646 1/nm
k - k' = 0.02671 1/nm
(k+k')/(k-k') = 382.61
logarithm = 5.9470; ln(4E/loss) = 5.9522
factor (J+1)/(2J+1) = 0.5714
(8 pi/3)(d/k)^2 = 4.9406 e-16 cm^2
cross section, formula = 16.7895 e-16 cm^2
cross section, formula = 1.6790e-19 m^2
cross section, angle quadrature = 16.7896 e-16 cm^2
half-angle = 5.85 degrees
fraction inside half-angle, quadrature = 0.50000
energy table, same J:
  E = 0.03 eV: sigma = 211.19 e-16 cm^2
  E = 0.10 eV: sigma = 101.51 e-16 cm^2
  E = 0.30 eV: sigma = 44.52 e-16 cm^2
  E = 1.00 eV: sigma = 16.79 e-16 cm^2
  E = 3.00 eV: sigma = 6.63 e-16 cm^2
partial-wave test k'/k = 0.70: logarithm from waves = 1.73449, direct = 1.73460
gas temperature = 300 K, pressure = 0.010 Torr
most populated level J = 3, population = 0.189
thermal mean, upward = 17.88 e-16 cm^2
thermal mean, downward = 12.22 e-16 cm^2
thermal mean, sum = 30.10 e-16 cm^2
neglected effects:
all orders, s-p term = 0.8059 (Born 1.0000)
all orders, p-d term = 0.4762 (Born 0.5000)
all orders, change of dipole-rank part = -3.85 %
higher odd ranks, at most = 0.013 %
charge distance = 0.13 nm
finite charge distance, change = -0.73 %
share of s-p pair in Born = 16.8 %
share of p-d pair in Born = 8.4 %
polarizability volume = 0.0025 nm^3
polarization phase shift: p 0.260 rad, d 0.037 rad
collision range 1/(k-k') = 37.4 nm
mean molecular spacing = 146 nm
electron density = 1.0e+10 cm^-3, electron temperature = 3.0 eV
Debye length = 1.288e+05 nm
free path for rotational collisions = 1.032e+07 nm
verified
```
